# Why a Foil's Faces Weaken the Bulk-Plasmon Loss: The Begrenzung Term

A fast electron that crosses a metal foil loses energy to bulk plasmons and to surface plasmons. For a thick foil the bulk-plasmon probability is smaller than the rate of an unbounded metal times the thickness. The missing amount is the begrenzung (boundary) term. In the nonretarded local theory, for normal incidence on a thick Drude foil in vacuum, the two faces together contribute

$$P_{\rm begr}=-\frac{\pi}{2}\,\frac{\alpha c}{v},\qquad P_{\rm surf}=+\pi\,\frac{\alpha c}{v},$$

where $v$ is the electron's speed and $\alpha$ the fine-structure constant.

The reason is a division of one driving field. Bulk plasmons have potentials that vanish at the faces, so they can take up only part of the electron's field. The part they cannot take up is what drives the surface plasmons. It is therefore loose to say that a surface plasmon is excited first and then suppresses a bulk one. Gain and deficit are two sides of one orthogonal decomposition.

## The loss as a projection

The foil occupies $0<z<d$, with local permittivity $\varepsilon(\omega)$ and vacuum outside. The electron, of charge $-e$, follows $z=vt$ with its speed treated as constant. Fields vary as $e^{i\mathbf q\cdot\mathbf r-i\omega t}$, with $\mathbf q$ parallel to the faces. Since $\int dt\,e^{i\omega t}\delta(z-vt)=e^{i\omega z/v}/v$, the charge density is

$$\rho(q,z,\omega)=-\frac{e}{v}e^{i\kappa z},\qquad \kappa=\frac{\omega}{v}.$$

Write the potential as $\phi=-(e/\varepsilon_0v)\,g$. Poisson's equation becomes

$$(\varepsilon g')'-\varepsilon q^2g=-e^{i\kappa z}. \tag{1}$$

In vacuum its solution is $g_0=e^{i\kappa z}/K^2$ with $K^2=q^2+\kappa^2$. The rest, $g_{\rm ind}=g-g_0$, is the foil's response.

The force on the electron is $-eE_z$, so its energy loss is $W=e\int E_z\,dz$ along the path, where $t=z/v$. With $E_z=-\partial_z\phi$, integration by parts gives $-\int\phi'_{\rm ind}e^{-i\kappa z}dz=-i\kappa\Phi$, where $\Phi=\int\phi_{\rm ind}e^{-i\kappa z}dz$. The end terms vanish because the induced potential decays. Positive and negative frequencies give complex conjugates, and ${\rm Re}(-i\kappa\Phi)=\kappa\,{\rm Im}\,\Phi$. Hence

$$W=e\int\!\frac{d^2q}{4\pi^2}\int_0^\infty\!\frac{d\omega}{\pi}\,\kappa\,{\rm Im}\,\Phi .$$

Equating this to $\int d^2q\int d\omega\,\hbar\omega P$ gives the probability per $d^2q\,d\omega$:

$$P=-C\,{\rm Im}\,G,\quad G=\int g_{\rm ind}e^{-i\kappa z}dz,\quad C=\frac{e^2}{4\pi^3\varepsilon_0\hbar v^2}=\frac{\alpha c}{\pi^2v^2}. \tag{2}$$

In an unbounded metal $g=e^{i\kappa z}/(\varepsilon K^2)$, so a length $d$ contributes $P=C\,(d/K^2)\,{\rm Im}(-1/\varepsilon)$.

## What the bulk modes cannot take up

A bulk plasmon has $\varepsilon=0$, so the displacement $D$ vanishes inside the foil. Its normal component is continuous, so the field just outside has no normal component, and a decaying vacuum potential with zero normal derivative at the faces is zero everywhere. By continuity, the bulk-mode potential is zero at both faces.

The electron's potential inside the foil is proportional to $e^{i\kappa z}$, which does not vanish there. Split it as

$$e^{i\kappa z}=w(z)+h(z),\qquad w(0)=w(d)=0,\qquad h''=q^2h,$$

where $h$ has the face values of $e^{i\kappa z}$. Let $\nabla=(iq,\partial_z)$ and integrate over the foil:

$$\int_0^d(\nabla h)^*\!\cdot\nabla w\,dz=\big[h'^*w\big]_0^d-\int_0^d(h''-q^2h)^*w\,dz=0 .$$

The first term vanishes because $w=0$ at the faces, the second because $h''=q^2h$. The two fields are orthogonal, and $|\nabla e^{i\kappa z}|^2=K^2$, so

$$\|\nabla w\|^2=K^2d-\|\nabla h\|^2. \tag{3}$$

This is Pythagoras' theorem for the driving field. The subtraction is the begrenzung effect. The remaining bulk weight is a squared norm, so it cannot become negative.

To find $\|\nabla h\|^2$, divide $h$ into parts even and odd about the midplane. They are proportional to $\cosh q(z-d/2)$ and $\sinh q(z-d/2)$. Because $e^{i\kappa z}=e^{i\kappa d/2}e^{i\kappa(z-d/2)}$, their magnitudes at each face are $|\cos(\kappa d/2)|$ and $|\sin(\kappa d/2)|$. The outward derivative at a face is $q\,t_s$ times the face value, with

$$t_e=\tanh(qd/2),\qquad t_o=\coth(qd/2).$$

Integrating by parts, $\|\nabla h_s\|^2=q\,t_s\sum_{\rm faces}|h_s|^2$. The even and odd parts are orthogonal by parity, so $\|\nabla h\|^2=S_e+S_o$ with

$$S_e=2q\tanh\frac{qd}{2}\cos^2\frac{\kappa d}{2},\qquad S_o=2q\coth\frac{qd}{2}\sin^2\frac{\kappa d}{2}. \tag{4}$$

## How each part responds

Subtract from (1) the same equation for $g_0$ in vacuum, multiply by $f^*$, where $f$ is a continuous test function that stays bounded together with its gradient, and integrate by parts. The end terms contain only $g_{\rm ind}$, which decays, so $f$ itself need not decay. This leaves

$$\int_{\rm all}(\nabla f)^*\!\cdot\nabla g_{\rm ind}\,dz=-(\varepsilon-1)\int_{\rm foil}(\nabla f)^*\!\cdot\nabla g\,dz. \tag{5}$$

The parts of $g_0=(w+h_e+h_o)/K^2$ can now be treated one at a time.

For the bulk part, take the total potential in the foil to be $w/(\varepsilon K^2)$. The induced potential is then $(1/\varepsilon-1)w/K^2$ in the foil and zero outside, which is continuous because $w$ vanishes at the faces. Both sides of (5) carry the factor $-(\varepsilon-1)/\varepsilon$, so the equation holds.

For a surface part, let the total in the foil be $a_sh_s/K^2$. The induced part is $(a_s-1)h_s/K^2$, continued outside by an exponential decaying at rate $q$. By parts, the foil contributes $q\,t_s\sum f^*h_s$ to the gradient integral and the vacuum contributes $q\sum f^*h_s$. The integral over all space is thus $1+1/t_s=1/N_s$ times the foil integral, where

$$N_s=\frac{t_s}{1+t_s},\qquad N_{e}=\frac{1-e^{-qd}}{2},\qquad N_{o}=\frac{1+e^{-qd}}{2}.$$

Equation (5) becomes $(a_s-1)/N_s=-(\varepsilon-1)a_s$, so $a_s=1/[1+N_s(\varepsilon-1)]$.

Finally, put $f=g_0$ in (5). Integration by parts turns the left side into $-\int(g_0''-q^2g_0)^*g_{\rm ind}\,dz=\int e^{-i\kappa z}g_{\rm ind}\,dz=G$. The end terms vanish since $g_{\rm ind}$ decays. Orthogonality removes the cross terms on the right, and (2) gives

$$P=\frac{C}{K^4}\Big\{(K^2d-S_e-S_o)\,{\rm Im}\frac{-1}{\varepsilon}+\sum_{s=e,o}S_s\,{\rm Im}\frac{\varepsilon-1}{1+N_s(\varepsilon-1)}\Big\}. \tag{6}$$

This holds for any thickness within the local, nonretarded model. The same quantities $S_s$ appear with a minus sign in the bulk loss and as the weights of the surface loss.

## Thick and thin foils

For $qd\gg1$, $t_s\to1$ and $N_s\to\tfrac12$. The interference factors add to one, so $S_e+S_o\to2q$. The surface response is

$$\frac{\varepsilon-1}{1+\frac12(\varepsilon-1)}=\frac{2(\varepsilon-1)}{\varepsilon+1}=2-\frac{4}{\varepsilon+1},$$

and (6) reduces to

$$P=C\Big\{\frac{d}{K^2}{\rm Im}\frac{-1}{\varepsilon}+\frac{2q}{K^4}\Big[4\,{\rm Im}\frac{-1}{\varepsilon+1}-{\rm Im}\frac{-1}{\varepsilon}\Big]\Big\}. \tag{7}$$

The last term is the begrenzung term of two independent faces. It does not grow with $d$, so its relative importance falls as the foil thickens.

For $qd\ll1$ and $\kappa d\ll1$, (4) gives $S_e\simeq q^2d$ and $S_o\simeq(4/d)(\kappa d/2)^2=\kappa^2d$. Their sum is $K^2d$, so the bulk term vanishes to leading order: a potential pinned to zero at two close faces cannot follow a nearly uniform field. A loss at the bulk frequency nevertheless survives, because $N_o\to1$ turns the odd surface response into $(\varepsilon-1)/\varepsilon$. In very thin films the begrenzung term is thus not by itself the reduction of the observed peak.

## Strength is conserved, the number of quanta is not

For a Drude metal, $\varepsilon-1=-\omega_p^2/[\omega(\omega+i\gamma)]$. Every response in (6) then has the form

$${\rm Im}\frac{\varepsilon-1}{1+N(\varepsilon-1)}=\frac{\omega_p^2\gamma\omega}{(\omega^2-\omega_N^2)^2+\gamma^2\omega^2},\qquad \omega_N^2=N\omega_p^2,$$

with $N=1$ for the bulk part. Multiply by $\omega$ and integrate. Dividing numerator and denominator by $\omega^2$ leaves

$$\omega_p^2\,I,\qquad I=\int_0^\infty\frac{\gamma\,d\omega}{(\omega-\omega_N^2/\omega)^2+\gamma^2}.$$

The substitution $\omega\to\omega_N^2/\omega$ gives the same integral with an extra factor $\omega_N^2/\omega^2$. Averaging the two forms and setting $x=\omega-\omega_N^2/\omega$ gives $I=\tfrac12\int_{-\infty}^{\infty}\gamma\,dx/(x^2+\gamma^2)=\pi/2$, whatever $N$ is. If $q$ and the longitudinal wavevector $k$, written $\kappa$ above, are held fixed, the total strength in the braces of (6) is

$$\frac{\pi\omega_p^2}{2}\big[(K^2d-S_e-S_o)+S_e+S_o\big]=\frac{\pi\omega_p^2}{2}K^2d .$$

The faces move strength between modes without creating any. As a test, fields matched at the faces were integrated for $q=0.6$, $k=0.9$, $d=4$ in consistent units, with $\gamma=0.1\,\omega_p$ and frequencies up to $200\,\omega_p$. The ratio to the unbounded value was 0.99968. The omitted tail, a fraction $2\gamma/(200\pi\omega_p)\approx3\times10^{-4}$, accounts for the difference.

An electron of fixed speed does not hold $k$ fixed, because $\kappa=\omega/v$. To count quanta in a thick foil, first integrate over $q$, using $q=\kappa\tan\theta$:

$$\int d^2q\,\frac{2q}{K^4}=4\pi\int_0^\infty\frac{q^2dq}{(q^2+\kappa^2)^2}=\frac{4\pi}{\kappa}\int_0^{\pi/2}\sin^2\theta\,d\theta=\frac{\pi^2v}{\omega}.$$

The frequency integral now carries $1/\omega$. The substitution $\omega\to\omega_N^2/\omega$ turns it into the previous one divided by $\omega_N^2$:

$$\int_0^\infty\frac{d\omega}{\omega}\,{\rm Im}\frac{\varepsilon-1}{1+N(\varepsilon-1)}=\frac{\omega_p^2}{\omega_N^2}\,\frac{\pi}{2}=\frac{\pi}{2N}.$$

The bulk deficit is therefore $-C\pi^2v(\pi/2)$ and the surface gain, with $N=\tfrac12$, is $C\pi^2v\,\pi$. Since $C\pi^3v=\pi\alpha c/v$, these are the opening results. The surface gain in quanta is twice the deficit: one factor $\sqrt2$ comes from dividing equal strength by a lower frequency, the other from the smaller $\kappa$ at that frequency.

## How near is near

A path parallel to one face, at depth $b$ inside a half-space, shows where the reduction acts. The wavevector along the path is $\kappa$ and the other in-plane component is $k_y$, so $Q=\sqrt{\kappa^2+k_y^2}$. In the metal the potential of a unit source is

$$\frac{1}{2Q\varepsilon}\Big[e^{-Q|z-b|}+r\,e^{-Q(z+b)}\Big].$$

Matching potential and normal displacement to a decaying vacuum solution requires $\varepsilon(1-r)=1+r$, so $r=(\varepsilon-1)/(\varepsilon+1)$. With $r/\varepsilon=-1/\varepsilon+2/(\varepsilon+1)$, the loss at $z=b$ is proportional to

$$\frac{1}{2Q}\Big[(1-e^{-2Qb})\,{\rm Im}\frac{-1}{\varepsilon}+2e^{-2Qb}\,{\rm Im}\frac{-1}{\varepsilon+1}\Big].$$

Setting $k_y=\kappa\sinh u$ gives $\int dk_y\,e^{-2Qb}/2Q=K_0(2\kappa b)$, with $K_0$ the modified Bessel function. For the unbounded term, write $1/2Q=(1/2\pi)\int dk_z/(k_z^2+Q^2)$ and restrict the transverse wavevector to the aperture limit $q_c$. The result is $L/2$, where $L=\ln(1+q_c^2/\kappa^2)$. For $b\gg1/q_c$ the fractional reduction of the bulk loss is thus

$$\frac{K_0(2\kappa b)}{L/2},$$

which at large depth falls essentially as $e^{-2\omega b/v}$. The range $v/2\omega$ is set by how far the passing electron's field at frequency $\omega$ reaches.

## A 50 nm magnesium foil

Take a 100 keV beam, for which $v/c=0.548$, and an aperture of 2 mrad. A rough density of 1.7 g/cm³ with two valence electrons per atom gives a free-electron plasmon energy of 10.78 eV. The thick-foil surface plasmon then lies at $10.78/\sqrt2=7.62$ eV. At the bulk plasmon energy $v/\omega_p=10.04$ nm, $\kappa_pd=4.98$ and $L=7.058$.

For small damping, $\int{\rm Im}(-1/\varepsilon)\,d\omega=\pi\omega_p/2$. Integrating the unbounded loss over the aperture gives $\int d^2q/K^2=\pi L$, so

$$P_{\rm bulk}=C\,d\,\pi L\,\frac{\pi\omega_p}{2}=\frac{\alpha c}{v}\,\frac{\kappa_pd}{2}\,L=0.01331\times2.49\times7.058=0.234 .$$

The thick-foil begrenzung term is $-(\pi/2)(0.01331)=-0.0209$. Formula (4) for the actual thickness gives the same value when all $q$ are collected and $-0.0201$ within the aperture. The net bulk probability is $0.2340-0.0201=0.2139$, a reduction of 8.6% relative to the unbounded value. The surface probability within the aperture is 0.0404, about twice the deficit.

Equating half the thick-foil deficit to the bulk probability of a length $\ell$ gives an equivalent dead layer per face:

$$\ell=\frac{\pi}{2\kappa_pL}=\frac{1.571\times10.04\ {\rm nm}}{7.058}=2.23\ {\rm nm}.$$

This layer is bookkeeping; the metal in it still absorbs. In the thick-foil regime, a thickness inferred from the bulk line with the unbounded formula would come out about 4.3 nm too small at this beam energy and aperture. This is slightly less than $2\ell$ because the aperture also removes a little of the deficit. It applies to the bulk term alone: in the finite energy window used below, surface tails reduce the error to about 4.0 nm.

With beam and aperture fixed, the bulk term is reduced by 4.3% at 100 nm, 24% at 20 nm and 59% at 5 nm. In the thinnest foils the observed peak falls by less, because the odd surface mode adds loss near the same energy. Two dead layers would predict 22% at 20 nm, slightly less than the full result. From (4), with $t=\tanh(qd/2)$,

$$\frac{S_e+S_o}{2q}-1=\frac{1-t}{t}\Big(\sin^2\frac{\kappa d}{2}-t\cos^2\frac{\kappa d}{2}\Big).$$

This is positive whenever $\tan^2(\kappa d/2)>t$. At 20 nm, $\kappa_pd/2\approx1.0$ and $\tan^2\approx2.4$, so the deficit exceeds its thick-foil value at every $q$. At 5 nm the dead-layer estimate would be 89%, well above the full 59%, because the two faces no longer act independently.

On the parallel path the reduction is 32% at a depth of 2 nm, 12% at 5 nm, 3.3% at 10 nm and 0.3% at 20 nm.

## What a spectrum would show, and the model's limits

A measured window also contains the tails of other losses. With a rough damping of 0.7 eV, a window of ±1.5 eV around the bulk line holds 0.1999 for unbounded metal and 0.1827 after the begrenzung term. The full nonretarded loss there is 0.1840, because the surface terms restore 0.0013. The visible reduction is 7.9%.

At $v/c=0.548$ retardation might be expected to matter. For the bulk term there is a reason why it does not. Take Ampère's law, $\nabla\times\mathbf H=\mathbf J-i\omega\varepsilon_0\varepsilon\mathbf E$, and project it on $\nabla f$ with $f=0$ at the faces. The curl drops out by integration by parts, leaving

$$\varepsilon\int_{\rm foil}(\nabla f)^*\!\cdot\mathbf E\,dz=\frac{1}{i\omega\varepsilon_0}\int_{\rm foil}(\nabla f)^*\!\cdot\mathbf J\,dz .$$

Neither $c$ nor the outer medium appears, so the bulk-mode part of the field keeps its nonretarded value. Replacing the nonretarded fields by full Maxwell fields changes the total in the bulk window by −0.1% and in the ±1.5 eV surface window by 0.3%. The second figure hides a shift: retardation moves surface loss to lower energy, and within ±0.5 eV of 7.62 eV the total falls by about 12%. The projection protects only the bulk term.

Real magnesium has a bulk plasmon between roughly 10 and 11 eV, so the free-electron value is reasonable. The assumption most plainly broken is the clean vacuum face, since magnesium oxidizes in air. For a 3 nm oxide with a rough constant permittivity of 3, the model moves the surface plasmon of an isolated face from 7.62 to 6.79 eV at $q=\omega_s/v$, where $\omega_s$ is the clean-surface frequency. In the 50 nm foil the two faces still couple at this $q$, and each value splits into a pair about 0.1 eV to either side. By the projection above, the begrenzung coefficient is unchanged for a given remaining metal thickness. The oxide's own losses would still add to the spectrum, and a constant permittivity is crude at these energies.

Other omissions are smaller or separable. Plasmon dispersion shifts the energy by about $3\times10^{-4}$ eV at a total wavevector $\kappa_p$ (forward scattering) and by 0.34 eV at the aperture edge, below the assumed damping. The nonlocal length $v_F/\omega_p$, with $v_F$ the Fermi velocity, is about 0.1 nm, far below $v/\omega_p$. Its effect is small but not nil: a hydrodynamic model with pressure coefficient $\tfrac35v_F^2$ and no normal polarization at the faces gives a visible reduction of about 8.5% instead of 7.9%, measured against the unbounded metal of the same hydrodynamic model (about 9.0% against the local unbounded value). If bulk losses are independent events, the chance of exactly two is 0.0185, and the chance of exactly one is 0.173 instead of the first-order 0.214. That difference is about twice the begrenzung term, so multiple losses must be accounted for before an 8% deficit in the single-loss line is assigned to the faces. Diffraction and elastic scattering out of the aperture are left out. The remaining values are in the numerical output.

## Computed values

```
beam energy 100 keV, v/c = 0.5482
foil thickness 50 nm, aperture 2 mrad
rough inputs: density 1.7 g/cm3, molar mass 24.3 g/mol
valence electrons per atom 2, rough damping 0.7 eV
electron density 8.426e+22 cm^-3
bulk plasmon energy 10.78 eV, surface plasmon 7.62 eV
v/omega_p 10.04 nm, kappa_p*d 4.98
aperture wavevector 3.395 nm^-1, ln(1+qc^2/kappa^2) 7.058
alpha*c/v 0.01331
strength sum, foil/unbounded, test case 0.99968
Line probabilities in the small-damping limit:
  unbounded bulk, in aperture 0.2340
  begrenzung, in aperture -0.0201; all q -0.0209
  begrenzung, thick-foil formula -0.0209
  net bulk, in aperture 0.2139; reduction 8.59 %
  surface, in aperture 0.0404; all q 0.0415
  surface, thick-foil formula 0.0418
equivalent dead layer per face, thick formula 2.23 nm
Bulk reduction against thickness, in aperture:
  d = 5 nm: 58.61 %
  d = 10 nm: 41.13 %
  d = 20 nm: 24.18 %
  d = 50 nm: 8.59 %
  d = 100 nm: 4.32 %
Bulk reduction on a path parallel to one face, depth b:
  b = 2 nm: 31.67 %
  b = 5 nm: 11.99 %
  b = 10 nm: 3.26 %
  b = 20 nm: 0.32 %
Probability within +-1.5 eV, finite damping, in aperture:
  bulk window: unbounded 0.1999, bulk part 0.1827
    full nonretarded 0.1840, full retarded 0.1839
    retardation changes the full value by -0.1 %
  surface window: unbounded 0.0105, bulk part 0.0093
    full nonretarded 0.0440, full retarded 0.0441
    retardation changes the full value by 0.3 %
Other neglected effects:
  plasmon dispersion at q = kappa_p 3.0e-04 eV
  plasmon dispersion at aperture edge 0.34 eV
  nonlocal length v_F/omega_p 0.096 nm
  rough oxide 3 nm, permittivity 3
  surface plasmon under this oxide 6.79 eV
  chance of exactly two bulk losses 0.0185
```
